# Why Intervalence Transitions Strengthen the Hole Index Change in Silicon: test program

```python
# Result under test: holes in silicon change the susceptibility by
#   dchi = -(e^2 p / (eps0 m0 w^2)) * K,
#   K = D + sum_j W_j w^2 / (w^2 - w_j^2),   D + sum_j W_j = gamma1.
# p: hole density; w: light frequency; D: intraband (Drude) inverse mass per
# hole; W_j: weight of a vertical transition between valence bands at w_j.
# D, W_j and K are in units of 1/m0. Hole energies are positive, in eV;
# wave vectors are in 1/angstrom. Bands: six-band quadratic k.p model.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

# Rough typical silicon parameters and operating point (inputs)
gamma1, gamma2, gamma3, split = 4.285, 0.339, 1.446, 0.044
index, wavelength_nm, temperature, density = 3.48, 1550.0, 300.0, 1e18
mobility, remote_gap, broadening = 150.0, 3.4, 0.03
measured_rough = 2e-3
k_max, k_doubt = 0.6, 0.3

half = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20      # hbar^2/2m0, eV A^2
omega = 2 * np.pi * sc.c / (wavelength_nm * 1e-9)
photon = sc.hbar * omega / sc.e
k_boltz = sc.k / sc.e

# H(k) = H0 + sum_ij k_i k_j Q_ij in the basis (X, Y, Z) x spin
Q = np.zeros((3, 3, 6, 6), complex)
for i in range(3):
    for j in range(3):
        orbital = np.zeros((3, 3))
        if i == j:
            orbital += (gamma1 - 2 * gamma2) * np.eye(3)
            orbital[i, i] += 6 * gamma2
        else:
            orbital[i, j] = orbital[j, i] = 3 * gamma3
        Q[i, j] = half * np.kron(orbital, np.eye(2))
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
H0 = split / 3 * np.eye(6, dtype=complex)
for i in range(3):
    L = np.zeros((3, 3), complex)
    a, b = (i + 1) % 3, (i + 2) % 3
    L[a, b], L[b, a] = -1j, 1j
    H0 -= (2 * split / 3) * np.kron(L, pauli[i] / 2)


def hamiltonian(k):
    kk = (k[:, :, None] * k[:, None, :]).reshape(-1, 9)
    return H0 + (kk @ Q.reshape(9, 36)).reshape(-1, 6, 6)


def slope(k, i):
    return (2 * k @ Q[i].reshape(3, 36)).reshape(-1, 6, 6)


# Single-hole test: time propagation against the oscillator formula
k_test = np.array([[0.08, 0.05, 0.03]])
E_test, U_test = np.linalg.eigh(hamiltonian(k_test)[0])
start = U_test[:, 0]
gaps = E_test[2:] - E_test[0]
coupling = U_test[:, 2:].conj().T @ slope(k_test, 0)[0] @ start
strength = 2 * np.abs(coupling)**2 / gaps
step = 1e-3
shift = np.array([[step, 0, 0]])
low = [np.linalg.eigvalsh(hamiltonian(q)[0])[0]
       for q in (k_test - shift, k_test, k_test + shift)]
curvature = (low[0] - 2 * low[1] + low[2]) / step**2


def propagate(w):
    """In-phase velocity response of one hole to a small shift of k_x."""
    per, ramp, hold, amp = 400, 15, 10, 1e-4
    dt = 2 * np.pi / w / per
    count = per * (ramp + hold)

    def path(t):
        x = np.clip(t * w / (2 * np.pi * ramp), 0, 1)
        env = x**4 * (35 - 84 * x + 70 * x**2 - 20 * x**3)
        k = np.repeat(k_test, len(t), axis=0)
        k[:, 0] += amp * env * np.sin(w * t)
        return k

    ends = dt * np.arange(1, count + 1)
    E, V = np.linalg.eigh(hamiltonian(path(ends - dt / 2)))
    U = (V * np.exp(-1j * E * dt)[:, None, :]) @ V.conj().transpose(0, 2, 1)
    dH = slope(path(ends), 0)
    psi, signal = start.copy(), np.zeros(count)
    for n in range(count):
        psi = U[n] @ psi
        signal[n] = np.vdot(psi, dH[n] @ psi).real
    last = slice(per * ramp, count)
    return 2 * np.mean(signal[last] * np.sin(w * ends[last])) / amp


low_photon = 0.5 * gaps.min()
inter_sim, inter_formula = [], []
for w in (photon, low_photon):
    formula = np.sum(strength * w**2 / (w**2 - gaps**2))
    simulated = propagate(w) - curvature
    scale = max(abs(curvature), strength.sum())
    assert abs(simulated - formula) < 0.01 * scale
    inter_sim.append(simulated / (2 * half))
    inter_formula.append(formula / (2 * half))
assert gaps.max() < photon
assert inter_sim[0] > 0 > inter_sim[1]


def band_grid(n_radial, n_angle):
    """Octant quadrature: weights, |k|, energies, mean squared velocities."""
    x, wx = np.polynomial.legendre.leggauss(n_radial)
    y, wy = np.polynomial.legendre.leggauss(n_angle)
    r, wr = k_max * (x + 1) / 2, k_max * wx / 2
    u, wu = (y + 1) / 2, wy / 2
    R, C, P = np.meshgrid(r, u, u * np.pi / 2, indexing="ij")
    S = np.sqrt(1 - C**2)
    k = np.stack([R * S * np.cos(P), R * S * np.sin(P), R * C], -1)
    k = k.reshape(-1, 3)
    weight = (wr * r**2)[:, None, None] * wu[:, None] * wu * np.pi / 2
    weight = weight.ravel() * 8 / (2 * np.pi)**3
    E, U = np.linalg.eigh(hamiltonian(k))
    Udag = U.conj().transpose(0, 2, 1)
    speed2 = sum(np.abs(Udag @ slope(k, i) @ U)**2 for i in range(3)) / 3
    return weight, R.ravel(), E, speed2


def hole_response(grid, p_cm3, T, eta=broadening):
    weight, radius, E, speed2 = grid
    kT, target = k_boltz * T, p_cm3 * 1e-24

    def excess(mu):
        return np.sum(weight[:, None] * expit((mu - E) / kT)) / target - 1

    mu = brentq(excess, -1.0, 0.5, xtol=1e-12)
    f = expit((mu - E) / kT)
    diag = np.einsum("naa->na", speed2)
    norm = 2 * half * target
    drude = np.sum(weight[:, None] * f * (1 - f) / kT * diag) / norm
    energy, osc = [], []
    for a in range(6):
        for b in range(2 * (a // 2) + 2, 6):
            gap = E[:, b] - E[:, a]
            energy.append(gap)
            osc.append(weight * (f[:, a] - f[:, b]) * 2 * speed2[:, a, b]
                       / gap / norm)
    energy, osc = np.concatenate(energy), np.concatenate(osc)
    inter = np.sum(osc * photon**2
                   / ((photon + 1j * eta)**2 - energy**2)).real
    far = np.sum(weight[:, None] * f * (radius > k_doubt)[:, None]) / target
    return dict(mu=mu, D=drude, W=osc.sum(), R=inter, far=far,
                energy=energy, osc=osc)


fine, coarse = band_grid(80, 28), band_grid(56, 20)
main = hole_response(fine, density, temperature)
check = hole_response(coarse, density, temperature)
wide = hole_response(fine, density, temperature, 2 * broadening)
hot = hole_response(fine, density, 400.0)
dense = hole_response(fine, 10 * density, temperature)

# Weight sum, from diagonal and off-diagonal velocities separately
for case in (main, hot, dense):
    assert abs(case["D"] + case["W"] - gamma1) < 0.01 * gamma1
assert abs(check["D"] / main["D"] - 1) < 0.02
assert abs(check["R"] / main["R"] - 1) < 0.03
# The summed transitions add to the Drude response at the photon energy
assert main["R"] > 0 and main["D"] < gamma1

unit_chi = sc.e**2 * density * 1e6 / (sc.epsilon_0 * sc.m_e * omega**2)


def index_change(inverse_mass):
    return np.sqrt(index**2 - unit_chi * inverse_mass) - index


K = main["D"] + main["R"]
dn_drude, dn_total = index_change(main["D"]), index_change(K)
dn_inter = dn_total - dn_drude
assert abs(-unit_chi * K / (2 * index) / dn_total - 1) < 1e-3

order = np.argsort(main["energy"])
cumulative = np.cumsum(main["osc"][order]) / main["W"]
median = main["energy"][order][np.searchsorted(cumulative, 0.5)]
ninety = main["energy"][order][np.searchsorted(cumulative, 0.9)]
above = main["osc"][main["energy"] > photon].sum() / main["W"]
tau = mobility * 1e-4 * sc.m_e / main["D"] / sc.e
remote = (gamma1 + 1) * photon**2 / (remote_gap**2 - photon**2)
dn_remote = index_change(K + remote) - dn_total

print("INPUTS (rough typical silicon values)")
print(f"gamma1, gamma2, gamma3: {gamma1}, {gamma2}, {gamma3}")
print(f"spin-orbit splitting: {split} eV")
print(f"refractive index: {index}")
print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"hole density: {density:.1e} cm^-3")
print(f"transition broadening: {broadening} eV")
print(f"photon energy: {photon:.4f} eV")
print("ONE HOLE, field along x, k = (0.08, 0.05, 0.03) 1/angstrom")
print("transition energies:", np.round(gaps[::2], 4), "eV")
print(f"band curvature: {curvature / (2 * half):.4f} /m0")
print(f"interband K above resonance, propagated: {inter_sim[0]:.4f} /m0")
print(f"interband K above resonance, formula: {inter_formula[0]:.4f} /m0")
print(f"photon energy below resonance: {low_photon:.4f} eV")
print(f"interband K below resonance, propagated: {inter_sim[1]:.4f} /m0")
print(f"interband K below resonance, formula: {inter_formula[1]:.4f} /m0")
print("THERMAL HOLES")
print(f"Fermi level in hole energy: {main['mu']:.4f} eV")
print(f"Drude inverse mass D: {main['D']:.4f} /m0")
print(f"Drude mass 1/D: {1 / main['D']:.4f} m0")
print(f"intervalence weight W: {main['W']:.4f} /m0")
print(f"sum D + W: {main['D'] + main['W']:.4f} /m0")
print(f"mass 1/gamma1: {1 / gamma1:.4f} m0")
print(f"median transition energy by weight: {median:.4f} eV")
print(f"90 percent of weight lies below: {ninety:.4f} eV")
print(f"weight above photon energy: {100 * above:.2f} percent")
print(f"intervalence K at photon energy: {main['R']:.4f} /m0")
print(f"total K: {K:.4f} /m0")
print("INDEX CHANGE")
print(f"e^2 p/(eps0 m0 w^2): {unit_chi:.4e}")
print(f"Drude part: {dn_drude:.3e}")
print(f"intervalence part: {dn_inter:.3e}")
print(f"total: {dn_total:.3e}")
print(f"total / Drude: {dn_total / dn_drude:.3f}")
print("NEGLECTED OR VARIED EFFECTS")
print(f"hole mobility, rough input: {mobility:.0f} cm2/Vs")
print(f"scattering time: {tau * 1e15:.1f} fs")
print(f"Drude damping correction 1/(w tau)^2: {1 / (omega * tau)**2:.1e}")
print(f"remote direct gap, rough input: {remote_gap} eV")
print(f"remote-band bleaching, estimate: {dn_remote:.2e}")
print(f"intervalence K, doubled broadening: {wide['R']:.4f} /m0")
print(f"400 K: D = {hot['D']:.4f}, total K = {hot['D'] + hot['R']:.4f} /m0")
print(f"tenfold density: D = {dense['D']:.4f}, "
      f"total K = {dense['D'] + dense['R']:.4f} /m0")
print(f"holes beyond {k_doubt} 1/angstrom: {100 * main['far']:.2f} percent")
print(f"measured size of index drop, rough input: {measured_rough:.0e}")
print(f"model total / rough measured: {-dn_total / measured_rough:.2f}")
print(f"with remote estimate: {-(dn_total + dn_remote) / measured_rough:.2f}")
print("no test failed")
```

Output:

```
INPUTS (rough typical silicon values)
gamma1, gamma2, gamma3: 4.285, 0.339, 1.446
spin-orbit splitting: 0.044 eV
refractive index: 3.48
wavelength: 1550 nm
temperature: 300 K
hole density: 1.0e+18 cm^-3
transition broadening: 0.03 eV
photon energy: 0.7999 eV
ONE HOLE, field along x, k = (0.08, 0.05, 0.03) 1/angstrom
transition energies: [0.075  0.3165] eV
band curvature: 3.9065 /m0
interband K above resonance, propagated: 0.7387 /m0
interband K above resonance, formula: 0.7386 /m0
photon energy below resonance: 0.0375 eV
interband K below resonance, propagated: -0.1067 /m0
interband K below resonance, formula: -0.1068 /m0
THERMAL HOLES
Fermi level in hole energy: -0.0843 eV
Drude inverse mass D: 2.8557 /m0
Drude mass 1/D: 0.3502 m0
intervalence weight W: 1.4293 /m0
sum D + W: 4.2850 /m0
mass 1/gamma1: 0.2334 m0
median transition energy by weight: 0.0684 eV
90 percent of weight lies below: 0.3321 eV
weight above photon energy: 3.08 percent
intervalence K at photon energy: 1.4303 /m0
total K: 4.2861 /m0
INDEX CHANGE
e^2 p/(eps0 m0 w^2): 2.1550e-03
Drude part: -8.843e-04
intervalence part: -4.430e-04
total: -1.327e-03
total / Drude: 1.501
NEGLECTED OR VARIED EFFECTS
hole mobility, rough input: 150 cm2/Vs
scattering time: 29.9 fs
Drude damping correction 1/(w tau)^2: 7.6e-04
remote direct gap, rough input: 3.4 eV
remote-band bleaching, estimate: -9.59e-05
intervalence K, doubled broadening: 1.4037 /m0
400 K: D = 2.9172, total K = 4.2644 /m0
tenfold density: D = 2.8686, total K = 4.2842 /m0
holes beyond 0.3 1/angstrom: 0.70 percent
measured size of index drop, rough input: 2e-03
model total / rough measured: 0.66
with remote estimate: 0.71
no test failed
```
